# Why complementary thin masks do not give complementary aerial images

**Question**

I have two binary masks for the same projection lens. Mask A has clear slits in an opaque film. Mask B is its complement: opaque lines where A has slits, and clear everywhere else. Wherever one blocks the light, the other passes it.

It seems to follow that the aerial images are complementary too. With the clear-field intensity set to 1, I would compute the image $I_A$ once and take $I_B=1-I_A$ for the other mask. Is that correct? If not, what does survive of the complementarity, and is there any illumination for which my rule holds?

**Answer**

The rule is not correct in general. The amplitudes are complementary, and the intensities differ from your rule by an interference term. That term disappears for binary masks in the limit of fully incoherent illumination, which a projection exposure tool does not reach.

**What adds up**

Let $t(x)$ be the amplitude transmission of mask A, equal to 1 in the slits and 0 elsewhere. Mask B has transmission $1-t$. I assume a thin mask, meaning that $t$ does not depend on the angle of illumination, and a scalar field. Lengths are on the wafer scale.

Each source point sends one plane wave onto the mask, and the lens maps the transmitted field linearly to an image amplitude $E$. Linearity gives

$$E_A+E_B=E[t]+E[1-t]=E[1]=E_0 ,$$

where $E_0$ is the amplitude with a clear mask. Aberration and defocus do not spoil this, since they act linearly on the field.

Different source points are mutually incoherent, so their intensities are averaged, written $\langle\;\rangle$. Squaring the sum gives

$$|E_0|^2=|E_A|^2+|E_B|^2+2\,\mathrm{Re}(E_A^*E_B),$$

and averaging gives

$$I_A+I_B=I_0-X,\qquad X=2\,\mathrm{Re}\langle E_A^*E_B\rangle .$$

Your rule sets $X=0$. The correct way to get B from A is to insert $E_B=E_0-E_A$ before squaring:

$$I_B=I_0-2\,\mathrm{Re}\langle E_0^*E_A\rangle+I_A .$$

This needs the amplitude of A at each source point. The value of $I_A$ at a given position is not enough, because it lacks the phase of $E_A$ relative to $E_0$.

**How far the sum can fall**

For one source point,

$$|E_A|^2+|E_0-E_A|^2=2|E_A|^2-2\,\mathrm{Re}(E_0^*E_A)+|E_0|^2 .$$

Since $2|E_A-E_0/2|^2=2|E_A|^2-2\,\mathrm{Re}(E_0^*E_A)+|E_0|^2/2$, averaging gives

$$I_A+I_B=\frac{I_0}{2}+2\left\langle\left|E_A-\frac{E_0}{2}\right|^2\right\rangle .$$

The sum cannot fall below half the clear field, but nothing here stops it from exceeding the clear field.

**A single edge**

Take one axial source point, perfect focus and $E_0=1$. Let mask A be clear for $x>0$. The pupil passes spatial frequencies up to $\mathrm{NA}/\lambda$, so the image amplitude of a narrow line of light is

$$h(u)=\int_{-\mathrm{NA}/\lambda}^{\mathrm{NA}/\lambda}e^{2\pi i f u}\,df=\frac{\sin(2\pi\,\mathrm{NA}\,u/\lambda)}{\pi u}.$$

Summing over the clear half-plane, with $u=x-x'$,

$$E_A(x)=\int_0^\infty h(x-x')\,dx'=\int_{-\infty}^{x}h(u)\,du=\frac12+\frac1\pi\,\mathrm{Si}\!\left(\frac{2\pi\,\mathrm{NA}\,x}{\lambda}\right).$$

The $1/2$ appears because $h$ is even and has unit area; $\mathrm{Si}(z)=\int_0^z(\sin v/v)\,dv$. At the edge $E_A=E_B=1/2$, so both intensities are $1/4$. They sum to $1/2$, and the missing half is $X=2\cdot\frac12\cdot\frac12$.

On the bright side the amplitude overshoots. For $\lambda=193$ nm and $\mathrm{NA}=0.75$, its first maximum lies at $x=\lambda/(2\,\mathrm{NA})=128.7$ nm, where $E_A=1.0895$ and $E_B=-0.0895$. The intensities are 1.187 and 0.008, and their sum exceeds 1 because $X$ is negative there.

This has a direct meaning for a double exposure. If the same resist is exposed through A and then through B, in perfect register, the doses add as $I_A+I_B$. The result is not a uniform clear exposure: it has a dark seam along the edge.

**A grating with numbers**

Now let A have slits of width $w=180$ nm at period $p=600$ nm, with the same lens. For a slit centred at $x=0$, the Fourier coefficients are

$$c_n=\frac1p\int_{-w/2}^{w/2}e^{-2\pi i n x/p}\,dx=\frac{\sin(\pi n w/p)}{\pi n},\qquad c_0=\frac wp ,$$

which gives $c_0=0.3000$, $c_{\pm1}=0.2575$ and $c_{\pm2}=0.1514$. Mask B has $1-c_0=0.7$ in order zero and $-c_n$ in every other order.

Neighbouring orders are separated by $\Delta=\lambda/(p\,\mathrm{NA})=0.4289$ pupil radii. With axial light the second order passes ($2\Delta=0.858$) and the third does not ($3\Delta=1.287$). Hence

$$E_A(x)=c_0+2c_1\cos\frac{2\pi x}{p}+2c_2\cos\frac{4\pi x}{p}.$$

At the slit centre, $E_A=0.3000+0.5150+0.3028=1.118$, so $E_B=-0.118$. The intensities are $I_A=1.249$ and $I_B=0.014$. Your rule would give $I_B=-0.249$, a negative intensity.

At the slit edge, $x=90$ nm, the cosines are $0.588$ and $-0.309$, so $E_A=0.509$ and $E_B=0.491$. The intensities are 0.259 and 0.241, where your rule would give $I_B=0.741$.

**Where the interference comes from**

At the mask the two transmitted fields do not overlap, because $t(1-t)=0$ for a binary mask. They overlap in the image because the lens spreads each field. In perfect focus and without aberrations, this spreading comes entirely from the diffraction orders that the pupil removes. Defocus and aberrations also spread the fields, but they only shift the phases of the orders, which changes $X$ locally and leaves its average over a period, $\bar X$, unchanged. The average therefore isolates the effect of the removed orders.

Different orders average to zero against each other over a period, so only products of equal orders remain. Let $P_n$ be the fraction of source points whose order $n$ passes the pupil. With $\delta_{n0}-c_n$ for the coefficients of B,

$$\bar X=2\sum_n P_n\,\mathrm{Re}\left[c_n^*(\delta_{n0}-c_n)\right]=2\Big[c_0P_0-\sum_nP_n|c_n|^2\Big].$$

A binary mask has $|t|^2=t$. Averaging this over a period gives $\sum_n|c_n|^2=c_0$, and therefore

$$\bar X=2\sum_n|c_n|^2\,(P_0-P_n).$$

For axial light, $P_n$ is 1 for passed orders and 0 for blocked ones. Then $\bar X$ is twice the blocked power of one mask. The factor 2 arises because both masks lose the same power: their nonzero orders differ in sign alone. Here

$$\bar X=2\left(0.3-0.3^2-2\cdot0.2575^2-2\cdot0.1514^2\right)=0.063 ,$$

so the summed image averages 0.937. Locally the departures are much larger and have both signs: the sum runs from 0.50 to 1.26.

**Does a larger source help?**

Let $\sigma$ be the source radius divided by the pupil radius, for a uniformly filled disc. With the masks and lens held fixed, and everything divided by $I_0$:

| $\sigma$ | sum at centre | sum at edge | $\bar X/I_0$ |
|---|---|---|---|
| 0 | 1.26 | 0.50 | 0.06 |
| 0.3 | 1.11 | 0.52 | 0.08 |
| 0.6 | 1.00 | 0.54 | 0.10 |
| 0.9 | 0.81 | 0.64 | 0.16 |

The sum at the edge moves towards 1, but the mean interference grows. Parts of the source begin to lose a second order once $\sigma>1-2\Delta=0.14$, and a first order once $\sigma>1-\Delta=0.57$. Some source points gain a third order, and at $\sigma=0.9$ some gain a fourth, but in this example that does not make up for the loss. The value near 1 at the centre for $\sigma=0.6$ is a crossing, not a return of your rule.

Your rule returns when the source is much larger than the pupil. In terms of the mask,

$$X=2\,\mathrm{Re}\iint h^*(\mathbf r-\mathbf r')\,h(\mathbf r-\mathbf r'')\,\gamma(\mathbf r'-\mathbf r'')\,t(\mathbf r')\,[1-t(\mathbf r'')]\,d^2r'\,d^2r'' ,$$

where $h$ is now the two-dimensional image amplitude of a point, and $\gamma$ is the average over the source of the relative phase factor between two mask points. As the range of illumination angles grows, $\gamma$ narrows while $\gamma(0)$ stays at 1. The clear-field intensity $I_0$ falls too, because more of the source misses the pupil, and the ratio $\gamma/I_0$ tends to a multiple of a delta function. The integrand then contains $t(1-t)=0$ at a single point, and $X/I_0$ vanishes.

The approach is slow. On positions 15 nm apart, the largest departure of the sum from 1 is about 0.05 at $\sigma=4$ and roughly half that at $\sigma=8$. These are formal cases: with fourfold reduction the sine of the extreme angle at the mask is $\sigma\,\mathrm{NA}/4$, which is 0.75 for $\sigma=4$ and an impossible 1.5 for $\sigma=8$.

**What happens to printed widths**

Suppose the resist responds at a sharp intensity threshold $T$, the same for both masks and at the same dose. For axial light in focus, the slit contour of A lies at $E_A=\sqrt T$. The line contour of B lies at $1-E_A=\sqrt T$, or $E_A=1-\sqrt T$. The two coincide when $\sqrt T=1/2$, so $T=1/4$.

At that threshold both widths are 181.8 nm, although the intensities do not add to 1. Your rule would predict a 107.5 nm line. At $T=0.30$ the contours separate to $E_A=0.548$ and $0.452$, and the slit and line widths become 172.6 and 191.0 nm.

Equal widths at $T=1/4$ do not carry over to every source size. At $\sigma=0.6$ the same threshold gives about 193.5 nm for the slit and 183.5 nm for the line; the last digit can move by 0.1 nm with the sampling of the source.

**How this compares with a real mask**

The wavelength, aperture and reduction are in the regime of dry ArF lithography. The axial point source is far from typical, since projection tools use extended sources; the rows with $\sigma$ from 0.3 to 0.9 are closer. Keeping the coherent case and changing one thing at a time:

- A defocus of 100 nm changes the sum at the centre from 1.26 to 1.23.
- The radiometric factor, which conserves power when the beam angles change between mask and wafer, strengthens the outer orders and raises the sum at the centre to 1.40.
- For polarization across the lines, the field vectors of the orders are not parallel. For the image in air, the sum at the edge rises from 0.50 to 0.70. Inside the resist, refraction brings the beams closer to the axis and the change is smaller.

In all three, the amplitudes still add to the clear field. A mask of finite thickness breaks even that. In Maxwell's equations the field is multiplied by the permittivity of the mask, so the solutions for two different masks do not add to the solution for a third.

I solved this for an 80 nm chromium absorber with rough optical constants, at normal incidence and with polarization along the lines. The amplitude sum misses $E_0$ by up to 7.5% of $|E_0|$. Leakage through the film is too weak to explain this: an unbroken film passes $3.2\times10^{-4}$ of the clear intensity, or 0.018 in amplitude, which is about a quarter of the largest miss. The sum of intensities at the edge becomes 0.49, slightly below the thin-mask bound of one half. That crossing depends on the absorber: with 60 nm of the same material the sum at the edge is about 0.53. It also depends on the optical constants. The values above use the index $0.85+1.65i$. At 80 nm, an index of $1.0+1.5i$ gives a miss of about 6% and an edge sum of about 0.50, and $0.85+2.0i$ gives about 8% and 0.48. Resist chemistry, flare, and topography at oblique incidence or in the other polarization are not included.

**Phase-shifting masks**

For an attenuated phase-shifting mask, "complement" needs care. If the film passes 6% of the intensity with reversed sign, its amplitude is $\tau=-\sqrt{0.06}=-0.245$. The complement $1-t$ would need a transmission of 1.245 there, which no passive mask provides.

Exchanging film and clear areas instead gives $t'=1+\tau-t$. The amplitudes of that pair add to $(1+\tau)E_0=0.755\,E_0$, not to the clear field.

## Numbers as computed

```
INPUT: wavelength 193 nm, NA 0.75, reduction 4
INPUT: period 600 nm, slit or line width 180 nm
order spacing / pupil radius: 0.4289
c_0, c_1, c_2 of mask A: 0.3000 0.2575 0.1514
c_0, c_1, c_2 of mask B: 0.7000 -0.2575 -0.1514
coherent centre: E_A 1.1178, E_B -0.1178
  I_A 1.2494, I_B 0.0139, sum 1.2633, 1-I_A -0.2494
coherent edge: E_A 0.5092, E_B 0.4908
  I_A 0.2593, I_B 0.2409, sum 0.5002, 1-I_A 0.7407
coherent sum over a period: min 0.5000, max 1.2633, mean 0.9369
isolated edge, x 0.0 nm: E_A 0.5000, I_A 0.2500, I_B 0.2500
isolated edge, x 128.7 nm: E_A 1.0895, I_A 1.1870, I_B 0.0080
sigma | sum/I_0 at centre, at edge | mean X/I_0: images, orders
 0.0 | 1.2633 0.5002 | 0.0631 0.0630
 0.3 | 1.1109 0.5224 | 0.0844 0.0845
 0.6 | 1.0047 0.5443 | 0.1031 0.1031
 0.9 | 0.8134 0.6404 | 0.1637 0.1635
 4.0 | 0.9732 0.9504 | 0.0250 0.0224
 8.0 | 0.9835 0.9746 | 0.0136 0.0109
largest |sum/I_0 - 1|: sigma 0.9 0.360, 4 0.050, 8 0.025
sine of mask-side source angle at sigma 4: 0.75, at 8: 1.50
widths in nm: slit A, line B, line expected from 1-I_A
coherent, threshold 0.25: 181.8 181.8 107.5
coherent, threshold 0.30: 172.6 191.0 114.2
sigma 0.6, threshold 0.25: 193.5 183.5 91.7
sigma 0.6, threshold 0.30: 181.5 196.6 101.9
6 percent phase-shifting film: t -0.245, 1-t 1.245, tone-swap sum 0.755
NEGLECTED EFFECTS, coherent: I_A I_B at centre | I_A I_B at edge
thin scalar model: 1.249 0.014 | 0.259 0.241
defocus 100 nm: 1.142 0.089 | 0.282 0.220
radiometric factor: 1.374 0.030 | 0.254 0.246
field across the lines: 1.039 0.000 | 0.367 0.337
80 nm absorber: 1.232 0.015 | 0.254 0.236
absorber index (rough): 0.85 + 1.65i, glass 1.56, thickness 80 nm
unbroken absorber, intensity relative to clear: 3.2e-04
thick masks: largest |E_A+E_B-E_0|/|E_0| 0.0748
convergence: order-amplitude shift, 81 to 161 orders: 2.5e-04
```
